# Second-Order Energy of a Two-Dimensional Fröhlich Polaron at Rest: a program that tests the result

```python
# Result under test: second-order energy of a Frohlich polaron at rest,
#   strictly two-dimensional electron: E = -(pi/2) alpha hw
#   three-dimensional electron:        E = -alpha hw
# Symbols: hw phonon energy (eV), r_p = sqrt(hbar^2/(2 m hw)) polaron radius (nm),
# alpha coupling constant, x = wavevector times r_p, e2 = e^2/(4 pi eps0) (eV nm).
# The phonons are bulk modes in both cases; only the electron's recoil differs.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad

pi = np.pi

# ---------- example parameters: rough values for an indium oxide channel ----------
mass_ratio = 0.20
eps_inf, eps_static = 4.0, 9.0
hw = 0.055            # eV
thickness = 2.0       # nm
temperature = 300.0   # K
mobility = 100.0      # cm^2/(V s)
atom_spacing = 0.33   # nm

mass = mass_ratio * const.m_e
e2 = const.e / (4 * pi * const.epsilon_0) * 1e9
h2_2m = const.hbar**2 / (2 * mass) / const.e * 1e18      # eV nm^2
r_p = np.sqrt(h2_2m / hw)
inverse_eps = 1 / eps_inf - 1 / eps_static
alpha = e2 * inverse_eps / (2 * hw * r_p)
kT = const.k * temperature / const.e
E2D = -pi / 2 * alpha * hw
E3D = -alpha * hw

# ---------- coupling strength against electrostatics of two static charges ----------
C = 4 * pi * alpha * r_p * hw**2      # volume times k^2 times |V_k|^2, eV^2 nm
distance = 2.0
int_sinc = float(mp.quadosc(lambda k: mp.sinc(k), [0, mp.inf], omega=1))
int_j0 = float(mp.quadosc(lambda k: mp.besselj(0, k), [0, mp.inf], omega=1))
pair_bulk = -2 * C / hw / (2 * pi**2) * int_sinc / distance
pair_plane = -2 * (C / 2) / hw / (2 * pi) * int_j0 / distance
pair_wanted = e2 / distance * (1 / eps_static - 1 / eps_inf)
assert abs(pair_bulk / pair_wanted - 1) < 1e-6
assert abs(pair_plane / pair_wanted - 1) < 1e-6

# ---------- summing the bulk coupling over the wavevector normal to the plane ----------
for q in (0.3, 1.7):
    summed = 2 * quad(lambda kz: 1 / (q * q + kz * kz), 0, np.inf)[0] / (2 * pi)
    assert abs(summed - 1 / (2 * q)) < 1e-7

# ---------- direct sum over three-dimensional wavevectors, spherical coordinates ------
def direct_energy(planar):
    def over_angle(t):                # t = angle of wavevector above the plane
        f = np.cos(t)**2 if planar else 1.0
        inner = quad(lambda k: 1 / (hw + h2_2m * k * k * f), 0, np.inf,
                     limit=200)[0]
        return np.cos(t) * inner
    return -C / (2 * pi**2) * quad(over_angle, 0, pi / 2, epsrel=1e-7)[0]

direct2D, direct3D = direct_energy(True), direct_energy(False)
assert abs(direct2D / E2D - 1) < 1e-5
assert abs(direct3D / E3D - 1) < 1e-5

# ---------- diagonalization with zero and one phonon, extrapolated to alpha = 0 -------
def tangent_grid(n):
    t, w = np.polynomial.legendre.leggauss(n)
    x = np.tan(pi / 4 * (t + 1))
    return x, pi / 4 * w * (1 + x * x)

def lowest_level(a, dimension):
    x, w = tangent_grid(80)
    if dimension == 2:
        g2 = 2 * pi * a / x * (2 * pi * x) / (2 * pi)**2 * w
    else:
        g2 = 4 * pi * a / x**2 * (4 * pi * x**2) / (2 * pi)**3 * w
    H = np.diag(np.concatenate(([0.0], 1 + x * x)))
    H[0, 1:] = H[1:, 0] = np.sqrt(g2)
    return np.linalg.eigvalsh(H)[0]

slope = {}
for dim in (2, 3):
    a = 0.002
    slope[dim] = 2 * lowest_level(a, dim) / a - lowest_level(2 * a, dim) / (2 * a)
assert abs(slope[2] + pi / 2) < 1e-4
assert abs(slope[3] + 1) < 1e-4

# ---------- number of phonons at lowest order ----------
phonons2D = alpha * quad(lambda x: 1 / (1 + x * x)**2, 0, np.inf)[0]
phonons3D = 2 / pi * phonons2D
assert abs(phonons2D - pi * alpha / 4) < 1e-7

# ---------- fourth-order coefficient: energy term c4 alpha^2 hw ----------
def fourth_order(dimension, n):
    x, w = tangent_grid(n)
    X, Y = x[:, None], x[None, :]
    DX, DY = 1 + X * X, 1 + Y * Y
    minus, plus = 2 + (X - Y)**2, 2 + (X + Y)**2
    if dimension == 2:
        mean, measure = 1 / np.sqrt(minus * plus), 1.0
    else:
        mean, measure = np.log1p(4 * X * Y / minus) / (4 * X * Y), 2 / pi
    linked = measure**2 * (w @ ((1 / DX**2 + 1 / (DX * DY)) * mean) @ w)
    first = measure * np.sum(w / (1 + x * x))
    norm = measure * np.sum(w / (1 + x * x)**2)
    return first * norm - linked

c4_2D, c4_3D = fourth_order(2, 600), fourth_order(3, 600)
c4_shift = abs(c4_2D - fourth_order(2, 300))
closed_3D = -(2 * np.log(1 + np.sqrt(2)) - 1.5 * np.log(2) - np.sqrt(0.5))
assert abs(c4_3D - closed_3D) < 5e-5
assert c4_shift < 5e-5

# ---------- film of finite width: hard walls, bulk phonons, all subbands ----------
def overlap(n, s):
    # double integral of rho(u) rho(v) exp(-s|u-v|), rho = 2 sin(pi u) sin(n pi u)
    A = s * s + ((n - 1) * pi)**2
    B = s * s + ((n + 1) * pi)**2
    norm = np.where(n == 1, 2.0, 1.0)
    edge = np.where(n % 2 == 1, -np.expm1(-s), 1 + np.exp(-s))
    return norm * s / A + s / B - 2 * s * s * edge * (1 / A - 1 / B)**2

g, wg = np.polynomial.legendre.leggauss(40)
g, wg = (g + 1) / 2, wg / 2
for n in (1, 2, 3):
    rho = lambda u: 2 * np.sin(pi * u) * np.sin(n * pi * u)
    U, V = g[:, None], g[:, None] * g[None, :]
    brute = 2 * np.sum(wg[:, None] * wg[None, :] * U * rho(U) * rho(V)
                       * np.exp(-3.0 * (U - V)))
    assert abs(brute - overlap(np.array(n), 3.0)) < 1e-9

def film_coefficient(width, kappa_max):
    # returns -E/(alpha hw); width in units of r_p
    count = max(60, int(kappa_max * width / pi))
    n = np.arange(1, count + 1)[:, None]
    t = np.linspace(-16, 18, 500)
    x = np.exp(t)[None, :]
    gap = (n * n - 1) * (pi / width)**2
    return np.sum(overlap(n, x * width) * x / (1 + gap + x * x)) * (t[1] - t[0])

thin = film_coefficient(0.001, 1000)
thick = film_coefficient(40.0, 300)
width = thickness / r_p
film = film_coefficient(width, 2000)
film_shift = abs(film_coefficient(width, 4000) - film)
assert abs(thin - pi / 2) < 4e-3      # remaining width gives a shift of order 1e-3
assert abs(thick - 1) < 1e-2          # finite width and omitted subbands
assert 1 < film < pi / 2 and film_shift < 1e-3
subband_gap = 3 * h2_2m * (pi / thickness)**2

# ---------- temperature: absorption terms of an electron at rest ----------
n_B = 1 / np.expm1(hw / kT)
principal = (quad(lambda x: -1 / (1 + x), 0, 2, weight='cauchy', wvar=1)[0]
             + quad(lambda x: 1 / (1 - x * x), 2, np.inf)[0])
assert abs(principal) < 1e-7
eta = 1e-3
lorentz = lambda x: eta / ((1 - x * x)**2 + eta**2)
peak = (quad(lorentz, 0, 2, points=[0.99, 1, 1.01], limit=300)[0]
        + quad(lorentz, 2, np.inf)[0])
assert abs(peak - pi / 2) < 5e-3      # finite eta
E2D_warm = E2D * (1 + n_B)
absorption_width = pi * alpha * n_B * hw

# ---------- carriers: degeneracy and static screening ----------
dos = 1 / (2 * pi * h2_2m)            # states per eV nm^2, both spins
def carriers(mu):
    return dos * kT * np.log1p(np.exp(mu / kT))
step = 1e-5
slope_mu = (carriers(0.01 + step) - carriers(0.01 - step)) / (2 * step)
assert abs(slope_mu / (dos * -np.expm1(-carriers(0.01) / (dos * kT))) - 1) < 1e-6

def screened(density_cm2):
    density = density_cm2 * 1e-14     # per nm^2
    fermi = density / dos
    q_s = 2 * pi * e2 / eps_inf * dos * -np.expm1(-fermi / kT)
    xs = q_s * r_p
    value = quad(lambda x: (x / (x + xs))**2 / (1 + x * x), 0, np.inf)[0]
    return fermi, xs, 1 - value / (pi / 2)

# ---------- lattice polarization outside the film, and atomic cutoff ----------
q, z = 0.8, 1.3
profile = 2 * q / pi * quad(lambda k: 1 / (q * q + k * k), 0, np.inf,
                            weight='cos', wvar=z)[0]
assert abs(profile - np.exp(-q * z)) < 1e-6
field2 = lambda z: 2 * q * q * np.exp(-2 * q * z)
share = quad(field2, thickness / 2, np.inf)[0] / quad(field2, 0, np.inf)[0]
assert abs(share - np.exp(-q * thickness)) < 1e-7
outside = 2 / pi * quad(lambda x: np.exp(-x * width) / (1 + x * x), 0, np.inf)[0]
x_cut = pi / atom_spacing * r_p
cut_loss = 2 / pi * quad(lambda x: 1 / (1 + x * x), x_cut, np.inf)[0]

# ---------- disorder broadening from the mobility ----------
tau = mass * mobility * 1e-4 / const.e
broadening = const.hbar / tau / const.e

# ---------- output ----------
print(f"band mass: {mass_ratio:.2f} electron masses")
print(f"eps_inf: {eps_inf:.1f}, eps_static: {eps_static:.1f} (dimensionless)")
print(f"phonon energy: {hw*1e3:.1f} meV")
print(f"film thickness: {thickness:.1f} nm")
print(f"temperature: {temperature:.0f} K, kT: {kT*1e3:.2f} meV")
print(f"mobility: {mobility:.0f} cm2/Vs")
print(f"e^2/(4 pi eps0): {e2:.4f} eV nm")
print(f"hbar^2/(2m): {h2_2m:.4f} eV nm^2")
print(f"1/eps_inf - 1/eps_static: {inverse_eps:.4f} (dimensionless)")
print(f"polaron radius r_p: {r_p:.3f} nm")
print(f"alpha: {alpha:.4f} (dimensionless)")
print(f"pair energy at {distance:.1f} nm, electrostatics: {pair_wanted*1e3:.2f} meV")
print(f"pair energy, bulk / planar coupling: {pair_bulk*1e3:.2f} / {pair_plane*1e3:.2f} meV")
print(f"2D energy, formula: {E2D/hw:.4f} phonon energies")
print(f"3D energy, formula: {E3D/hw:.4f} phonon energies")
print(f"2D energy, formula: {E2D*1e3:.2f} meV")
print(f"2D energy, direct sum: {direct2D*1e3:.2f} meV")
print(f"3D energy, formula: {E3D*1e3:.2f} meV")
print(f"3D energy, direct sum: {direct3D*1e3:.2f} meV")
print(f"2D minus 3D energy: {(E2D-E3D)*1e3:.2f} meV")
print(f"ratio 2D/3D, direct sums: {direct2D/direct3D:.5f}")
print(f"E/(alpha hw) by diagonalization, 2D: {slope[2]:.5f}")
print(f"E/(alpha hw) by diagonalization, 3D: {slope[3]:.5f}")
print(f"phonon number, 2D: {phonons2D:.3f}, 3D: {phonons3D:.3f}")
print(f"fourth-order coefficient, 2D: {c4_2D:.4f}, 3D: {c4_3D:.4f}")
print(f"mesh shift of 2D fourth-order coefficient: {c4_shift:.1e}")
print(f"fourth-order energy, 2D: {c4_2D*alpha**2*hw*1e3:.2f} meV")
print(f"fourth-order energy, 3D: {c4_3D*alpha**2*hw*1e3:.2f} meV")
print(f"-E/(alpha hw), film of 0.001 r_p: {thin:.4f}")
print(f"-E/(alpha hw), film of 40 r_p: {thick:.4f}")
print(f"film thickness / r_p: {width:.3f}")
print(f"-E/(alpha hw), example film: {film:.4f}")
print(f"shift on doubling the subbands: {film_shift:.1e}")
print(f"energy, example film: {-film*alpha*hw*1e3:.2f} meV")
print(f"first subband gap, hard walls: {subband_gap:.3f} eV")
print(f"thermal phonon occupation: {n_B:.4f}")
print(f"2D energy at temperature: {E2D_warm*1e3:.2f} meV")
print(f"width from phonon absorption: {absorption_width*1e3:.2f} meV")
for density in (1e11, 1e12):
    fermi, xs, loss = screened(density)
    print(f"density {density:.0e} cm^-2: Fermi energy {fermi*1e3:.2f} meV")
    print(f"  screening wavevector times r_p: {xs:.3f}")
    print(f"  static screening lowers |E| by: {loss*100:.1f} %")
print(f"polarization share outside film: {outside*100:.1f} %")
print(f"atomic spacing for cutoff: {atom_spacing:.2f} nm")
print(f"cutoff lowers |E| by: {cut_loss*100:.1f} %")
print(f"scattering time from mobility: {tau*1e15:.2f} fs")
print(f"disorder broadening hbar/tau: {broadening*1e3:.1f} meV")
print("every check passed")
```

Output:

```
band mass: 0.20 electron masses
eps_inf: 4.0, eps_static: 9.0 (dimensionless)
phonon energy: 55.0 meV
film thickness: 2.0 nm
temperature: 300 K, kT: 25.85 meV
mobility: 100 cm2/Vs
e^2/(4 pi eps0): 1.4400 eV nm
hbar^2/(2m): 0.1905 eV nm^2
1/eps_inf - 1/eps_static: 0.1389 (dimensionless)
polaron radius r_p: 1.861 nm
alpha: 0.9769 (dimensionless)
pair energy at 2.0 nm, electrostatics: -100.00 meV
pair energy, bulk / planar coupling: -100.00 / -100.00 meV
2D energy, formula: -1.5346 phonon energies
3D energy, formula: -0.9769 phonon energies
2D energy, formula: -84.40 meV
2D energy, direct sum: -84.40 meV
3D energy, formula: -53.73 meV
3D energy, direct sum: -53.73 meV
2D minus 3D energy: -30.67 meV
ratio 2D/3D, direct sums: 1.57080
E/(alpha hw) by diagonalization, 2D: -1.57078
E/(alpha hw) by diagonalization, 3D: -1.00000
phonon number, 2D: 0.767, 3D: 0.488
fourth-order coefficient, 2D: -0.0640, 3D: -0.0159
mesh shift of 2D fourth-order coefficient: 1.0e-07
fourth-order energy, 2D: -3.36 meV
fourth-order energy, 3D: -0.84 meV
-E/(alpha hw), film of 0.001 r_p: 1.5691
-E/(alpha hw), film of 40 r_p: 0.9999
film thickness / r_p: 1.075
-E/(alpha hw), example film: 1.2355
shift on doubling the subbands: 8.0e-05
energy, example film: -66.39 meV
first subband gap, hard walls: 1.410 eV
thermal phonon occupation: 0.1352
2D energy at temperature: -95.82 meV
width from phonon absorption: 22.83 meV
density 1e+11 cm^-2: Fermi energy 1.20 meV
  screening wavevector times r_p: 0.159
  static screening lowers |E| by: 32.8 %
density 1e+12 cm^-2: Fermi energy 11.97 meV
  screening wavevector times r_p: 1.303
  static screening lowers |E| by: 72.8 %
polarization share outside film: 38.0 %
atomic spacing for cutoff: 0.33 nm
cutoff lowers |E| by: 3.6 %
scattering time from mobility: 11.37 fs
disorder broadening hbar/tau: 57.9 meV
every check passed
```
